# Phase coexistence in a gated monolayer at fixed voltage and fixed charge, part 1

(Sections cited here and not found follow in the second part.)

## 1. Energies, source work and the two coexistence conditions

### Definitions and conventions

A monolayer contains $N$ formula units. Each can belong to one of two crystal phases: H, a semiconductor, or T, a semimetal. When both are neutral, H is the stable phase, and T lies higher by an energy $\Delta>0$ per formula unit. The monolayer faces a gate across a thin layer that stores charge as a capacitor. Electrons can be moved from the gate to the monolayer, and the two phases accept them at different cost. This difference can make T the stable phase.

The symbols are as follows.

- $e>0$ is the elementary charge. The electron carries $-e$.
- $q$ is the number of added electrons per formula unit, and $a_i$ is the area per formula unit of phase $i$. The added electron density is $n=q/a_i$.
- $V$ is the voltage of the gate terminal relative to the film terminal. The energy $v=eV$ is used in the algebra, so $v$ in eV has the same numerical value as $V$ in volts.
- $C$ is the gate capacitance per area.
- $x$ is the fraction of formula units that are in phase T.

The number of formula units is conserved in the transformation, but the area is not, because $a_{\rm H}\neq a_{\rm T}$. Energies are therefore compared per formula unit. The film is assumed free to slide, so that each phase takes its stress-free area, and the gate is assumed to extend beyond the film, so that any added film area is also gated.

Three further assumptions define the model. Electrons move freely between the phases and reach a common electrochemical potential. Domains are much wider than the gate layer is thick, so that each domain forms its own parallel-plate capacitor. The temperature is zero, and the energy of the walls between domains is left out until Section 2.

### Energy of one charged phase

Let $n$ electrons per area be taken from the gate metal and placed in phase $i$. The energy has three parts.

The first is the cost of transfer between neutral bodies. Removing an electron from the gate costs its work function $W_g$. Placing it at the bottom of the conduction band of H returns the electron affinity $\chi_{\rm H}$; placing it at the Fermi level of neutral T returns the work function $W_{\rm T}$. The transfer thresholds are

$$w_{\rm H}=W_g-\chi_{\rm H},\qquad w_{\rm T}=W_g-W_{\rm T},\tag{1}$$

and the cost per area is $w_i n$. Any fixed interface dipole is taken to be included in these levels.

The second part is band filling. Added electrons cannot all occupy the lowest level. If the density of states per area is a constant $D_i$, they fill a range of height $n/D_i$, at the cost

$$\int_0^{n/D_i}D_iE\,dE=\frac{n^2}{2D_i}.\tag{2}$$

For a parabolic two-dimensional band the constant density is a consequence of counting states. A disc of radius $k$ in wave-vector space holds $g\pi k^2/(2\pi)^2$ states per area, where $g$ is the total spin and valley degeneracy. With $k^2=2mE/\hbar^2$ this number is $gmE/(2\pi\hbar^2)$, so

$$D=\frac{gm}{2\pi\hbar^2}.\tag{3}$$

For T, a constant density of states near the Fermi level is an assumption of the model.

The third part is the energy of the electric field. The film carries charge $-en$ per area and the gate $+en$. In a layer of thickness $d$ and permittivity $\epsilon$ the field has magnitude $en/\epsilon$, and the energy per area is

$$\frac{\epsilon}{2}\left(\frac{en}{\epsilon}\right)^2d=\frac{e^2n^2}{2C},\qquad C=\frac{\epsilon}{d}.\tag{4}$$

Adding the three parts, multiplying by $a_i$ and putting $n=q/a_i$ gives the energy per formula unit,

$$f_i(q)=\varepsilon_i+w_iq+\frac{q^2}{2a_i}\left(\frac{e^2}{C}+\frac1{D_i}\right).$$

It is convenient to write this as

$$f_i(q)=\varepsilon_i+w_iq+\frac{q^2}{2\kappa_i},\qquad \kappa_i=\frac{a_i}{e^2/C+1/D_i},\tag{5}$$

with $\varepsilon_{\rm T}-\varepsilon_{\rm H}=\Delta$. The quantity $\kappa_i$ is the number of electrons taken up per formula unit for each eV of $v$ above threshold. It contains the geometric capacitance in series with the capacitance $e^2D_i$ that comes from band filling.

For H, equation (5) holds for $q\ge0$. Removing electrons from H means emptying its valence band, whose threshold is lower than $w_{\rm H}$ by the band gap. The slope of $f_{\rm H}$ therefore jumps at $q=0$. The Fermi level of neutral T is taken to lie inside the gap of H. This gives $w_{\rm T}<w_{\rm H}$, and it means that H holds no holes at any $v\ge w_{\rm T}$. The treatment is restricted to this electron side.

### Work done by the voltage source

An electron at a terminal of potential $\phi$ has energy $-e\phi$ as far as the source is concerned. Moving it from the gate terminal, at $V$, to the film terminal, at zero, raises this energy by $eV=v$. The source supplies that energy. When the film takes up $dq$ electrons per formula unit at fixed voltage, the source does work $v\,dq$ per formula unit.

The energy of film, gate and field is then not the quantity to minimise, since energy flows in from the source. The energy of the source falls by $vq$, and the total that must be minimised is $f_i(q)-vq$. Its minimum defines the grand energy

$$G_i(v)=\min_q\,[f_i(q)-vq].\tag{6}$$

Setting the derivative to zero gives

$$v=\frac{df_i}{dq}=w_i+\frac q{\kappa_i}\quad\Rightarrow\quad q_i(v)=\kappa_i(v-w_i),\tag{7}$$

which is a minimum because the second derivative $1/\kappa_i$ is positive. Substituting into (6), with $v-w_i=q_i/\kappa_i$,

$$G_i=\varepsilon_i-(v-w_i)q_i+\frac{q_i^2}{2\kappa_i}
=\varepsilon_i-\frac{\kappa_i}{2}(v-w_i)^2.\tag{8}$$

For H this applies when $v>w_{\rm H}$. For $w_{\rm T}\le v\le w_{\rm H}$, the smallest value in (6) occurs at $q=0$, so $q_{\rm H}=0$ and $G_{\rm H}=\varepsilon_{\rm H}$.

The minus sign in (8) is the effect of the source. For a plain capacitor with zero threshold and no band filling, the field energy is $+CV^2/2$ per area and the source gives up $CV^2$. The sum is $-CV^2/2$. At fixed voltage a larger capacitance is thus favoured, although it stores more field energy.

Differentiating (6) with respect to $v$ gives two terms: one from the change of the optimal $q$, which vanishes by (7), and one from the explicit $v$. Hence

$$\frac{dG_i}{dv}=-q_i(v).\tag{9}$$

### Coexistence at fixed voltage

With the voltage fixed, each formula unit is free to choose its phase and its charge. The total per formula unit is $(1-x)G_{\rm H}(v)+xG_{\rm T}(v)$. It is linear in $x$, so its minimum is at $x=0$ or $x=1$ unless the two grand energies are equal. Coexistence requires

$$G_{\rm H}(v_t)=G_{\rm T}(v_t).\tag{10}$$

This fixes one voltage, $V_t=v_t/e$. At that voltage the energy does not depend on $x$, and the voltage alone does not determine how much of each phase is present.

Equation (9) gives the direction of the transformation:

$$\frac{d}{dv}(G_{\rm T}-G_{\rm H})=-(q_{\rm T}-q_{\rm H}).\tag{11}$$

Raising the voltage through $v_t$ favours T if T holds more added electrons per formula unit than H does at $v_t$. This is the electrical counterpart of the rule that pressure favours the phase of smaller volume.

### Coexistence at fixed charge

Now let the film be charged and the gate disconnected, with no leakage. The mean number $q$ of added electrons per formula unit is fixed, and the source does no further work. The energy to be minimised is

$$F=(1-x)f_{\rm H}(q_{\rm H})+xf_{\rm T}(q_{\rm T}),\tag{12}$$

subject to

$$(1-x)q_{\rm H}+xq_{\rm T}=q.\tag{13}$$

Although the total charge is fixed, charge may still pass from one phase to the other. With a multiplier $\mu$ for the constraint, the function to make stationary is

$$F-\mu\,[(1-x)q_{\rm H}+xq_{\rm T}-q].$$

Its derivatives with respect to $q_{\rm H}$, $q_{\rm T}$ and $x$ give, for $0<x<1$,

$$f_{\rm H}'(q_{\rm H})=\mu,\qquad f_{\rm T}'(q_{\rm T})=\mu,\tag{14}$$

$$f_{\rm T}(q_{\rm T})-f_{\rm H}(q_{\rm H})=\mu(q_{\rm T}-q_{\rm H}).\tag{15}$$

Condition (14) says that an electron costs the same in either phase. Condition (15) says that the straight line joining the two points on the energy curves has this same slope. Together they describe the common tangent of $f_{\rm H}$ and $f_{\rm T}$. If the tangent touches H at its kink, $q_{\rm H}=0$, the first equality in (14) is replaced by the requirement that $\mu$ lie between the slopes on the two sides of the kink.

Rearranging (15),

$$f_{\rm T}(q_{\rm T})-\mu q_{\rm T}=f_{\rm H}(q_{\rm H})-\mu q_{\rm H}.$$

By (14) and (6) the two sides are $G_{\rm T}(\mu)$ and $G_{\rm H}(\mu)$. The condition is therefore (10), with $\mu=v_t$. The slope of the common tangent is $e$ times the coexistence voltage.

Stationarity alone does not show that the mixture has the lowest energy. That follows from the definition (6), which implies $f_i(q_i)\ge G_i(v_t)+v_tq_i$ for any charge $q_i$. Let $G_t$ be the common value of the two grand energies at $v_t$. Weighting the two inequalities by $1-x$ and $x$, and using (13), gives

$$F\ge G_t+v_tq.\tag{16}$$

The tangent construction attains this bound when $q$ lies between $q_{\rm H}$ and $q_{\rm T}$. No other division into these two phases has a lower energy, as long as wall energy is neglected.

Solving (13) for $x$ gives the lever rule,

$$x=\frac{q-q_{\rm H}}{q_{\rm T}-q_{\rm H}},\qquad q_{\rm H}\le q\le q_{\rm T}.\tag{17}$$

As charge is added across this interval, the charge per formula unit within each phase stays constant and only the fraction $x$ changes. The voltage remains at $V_t$. A single voltage at fixed $V$ thus corresponds to an interval of charge at fixed $Q$, and the charge needed to cross the plateau is $Ne(q_{\rm T}-q_{\rm H})$ in magnitude.

### Energy balance at the transition

At $v_t$, equation (15) reads

$$f_{\rm T}(q_{\rm T})-f_{\rm H}(q_{\rm H})=v_t(q_{\rm T}-q_{\rm H}).\tag{18}$$

The left side is the increase in energy of film, gate and field when one formula unit is converted at constant voltage. The right side is the work supplied by the source. They are equal, so the conversion costs nothing in total.

Suppose instead that the source work were omitted and the energies $f_i$ were compared at equal voltage. From (6), $f_i=G_i+vq_i$. Differentiating and using (9),

$$\frac{df_i}{dv}=-q_i+q_i+v\frac{dq_i}{dv}=v\frac{dq_i}{dv}.$$

By (7), the difference changes as

$$\frac{d}{dv}(f_{\rm T}-f_{\rm H})=
\begin{cases}v\,\kappa_{\rm T},&w_{\rm T}<v<w_{\rm H},\\ v(\kappa_{\rm T}-\kappa_{\rm H}),&v>w_{\rm H}.\end{cases}\tag{19}$$

At $v=w_{\rm T}$ neither phase has added electrons, and the difference is $\Delta$. If $w_{\rm T}\ge0$ and $\kappa_{\rm T}\ge\kappa_{\rm H}$, it never falls below $\Delta$ as the voltage rises. Under these conditions the incomplete comparison predicts no transition at any voltage above $w_{\rm T}/e$. At fixed voltage, the source work is then what makes the transition possible.

## 2. Closed formulas, finite films and an ion-gated example

### Symbols and results carried over

Phase H is a semiconductor and phase T a semimetal, higher by $\Delta$ per formula unit when neutral. The area per formula unit is $a_i$, the density of states per area is $D_i$, and $q_i$ counts added electrons per formula unit. The gate has capacitance $C$ per area, and $v=eV$. Electrons enter phase $i$ above the threshold $w_i$, with $w_{\rm T}<w_{\rm H}$. The energy is $f_i=\varepsilon_i+w_iq+q^2/(2\kappa_i)$, where $\kappa_i=a_i/(e^2/C+1/D_i)$. Above threshold $q_i=\kappa_i(v-w_i)$ and $G_i=\varepsilon_i-\kappa_i(v-w_i)^2/2$; below threshold H is neutral. At fixed voltage the phases coexist where $G_{\rm H}=G_{\rm T}$, at $v=v_t$. At fixed charge they coexist for $q_{\rm H}<q<q_{\rm T}$, with both charges evaluated at $v_t$.

The two phases coexist at a single voltage when the voltage is fixed, and over an interval of charge when the charge is fixed, with both cases following from equal grand energies. It remains to solve for that voltage in closed form, include the cost of a domain wall, and apply the results to ion-gated MoTe2.
